# Approach-to-Equilibrium Dynamics: Step Decay and Length-Dependent Conductivity: test program

```python
"""Approach to equilibrium of a periodic cell with a hot and a cold half.
Result under test: the late decay time is t1 = L^2/(4 pi^2 alpha), and
kappa_app = C L^2/(4 pi^2 t1) follows from the mean-free-path spectrum through
  sum (c/tau) [1 - arctan(y/(1-gamma tau))/y] = 0,  y = q Lambda, q = 2 pi/L.
L cell length, alpha diffusivity, C heat capacity per volume, c its mode share,
tau relaxation time, Lambda = v tau mean free path, gamma = 1/t1 decay rate.
Lengths in nm, times in ps; 1 nm^2/ps = 1e-6 m^2/s."""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq

pi = np.pi
speed = 5.0            # nm/ps
heat_capacity = 2.0e6  # J/(m^3 K)
path_min = 2.0         # nm
x_min = 0.1            # lowest reduced frequency


def step_series(s):
    """Half-cell temperature difference over its start value, s = t/t1."""
    n = np.arange(1, 4001, 2)
    return np.sum(8 / (pi * n)**2 * np.exp(-n**2 * s))


def spectrum(p, f_min, shortest):
    """Paths with conductivity fraction f = (shortest/Lambda)^p above Lambda.
    Returns paths, conductivity weights, heat-capacity weights."""
    z, w = np.polynomial.legendre.leggauss(400)
    log_f = 0.5 * np.log(f_min) * (1 - z)
    f = np.exp(log_f)
    k_weight = w * f
    k_weight /= k_weight.sum()
    path = shortest * f**(-1 / p)
    c_weight = k_weight / path
    return path, k_weight, c_weight / c_weight.sum()


def full_ratio(q, path, c_weight):
    """kappa_app/kappa_bulk from the root of the full decay condition."""
    y = q * path
    tau = path / speed
    gamma_diff = q**2 * speed * np.sum(c_weight * path) / 3

    def condition(r):
        angle = np.arctan2(y, 1 - r * gamma_diff * tau)
        return np.sum(c_weight / tau * (1 - angle / y)) / gamma_diff
    return brentq(condition, 0.2, 2.0, xtol=1e-13)


def first_order_ratio(q, path, k_weight, c_weight):
    y = q * path
    suppression = 3 / y**2 * (1 - np.arctan(y) / y)
    return np.sum(k_weight * suppression) / np.sum(c_weight / (1 + y**2))


def boltzmann_matrix(q, tau, c_weight, n_angle=40):
    """Angle-resolved linear Boltzmann operator for a wave exp(iqx)."""
    mu, w = np.polynomial.legendre.leggauss(n_angle)
    rate = np.repeat(1 / tau, n_angle)
    direction = np.tile(mu, len(tau))
    share = np.outer(c_weight, w / 2).ravel()
    project = share * rate / np.sum(share * rate)
    matrix = np.diag(-1j * q * speed * direction - rate)
    return matrix + np.outer(rate, project), share


# Heat equation: finite volumes against the Fourier series
n_cell = 400
lap = -2 * np.eye(n_cell)
lap += np.roll(np.eye(n_cell), 1, 0) + np.roll(np.eye(n_cell), -1, 0)
values, vectors = np.linalg.eigh(lap * n_cell**2 / (4 * pi**2))
start = np.where(np.arange(n_cell) < n_cell // 2, 0.5, -0.5)


def step_volumes(s):
    profile = vectors @ (np.exp(values * s) * (vectors.T @ start))
    return profile[:n_cell // 2].mean() - profile[n_cell // 2:].mean()


for s in (0.05, 0.3, 1.0, 2.0):
    assert abs(step_volumes(s) - step_series(s)) < 5e-4
early_drop = 4 / pi**1.5 * np.sqrt(0.05)
assert abs(1 - step_volumes(0.05) - early_drop) < 5e-4
late_rate = np.log(step_volumes(2.0) / step_volumes(3.0))
assert abs(late_rate - 1) < 1e-3
s_e = brentq(lambda s: step_series(s) - np.exp(-1), 0.1, 2)
print("Step profile, diffusive limit")
print(f"weight of slowest harmonic = {8/pi**2:.4f}")
print(f"Delta T/Delta T0 at t = 0.05 t1: {step_series(0.05):.4f}")
print(f"Delta T/Delta T0 at t = t1: {step_series(1.0):.4f}")
print(f"1/e time over t1 = {s_e:.4f}")
print(f"alpha misread from 1/e time, factor = {1/s_e:.4f}")

# Model crystal and its bulk values
path, k_weight, c_weight = spectrum(0.5, x_min, path_min)
path_max = path_min / x_min**2
mean_path = np.sum(c_weight * path)
alpha = speed * mean_path / 3
kappa = heat_capacity * alpha * 1e-6
alpha_closed = speed * path_min / (1 + x_min + x_min**2)
assert abs(alpha / alpha_closed - 1) < 1e-8
print("Model crystal")
print(f"speed = {speed:.1f} nm/ps")
print(f"heat capacity = {heat_capacity:.2e} J/(m^3 K)")
print(f"shortest, longest path = {path_min:.1f}, {path_max:.1f} nm")
print(f"capacity-weighted mean path = {mean_path:.3f} nm")
print(f"bulk alpha = {alpha:.3f} nm^2/ps")
print(f"bulk kappa = {kappa:.3f} W/(m K)")

# Length dependence
lengths = [200.0, 400.0, 800.0, 1600.0, 3200.0]
ratio = {}
print("L/nm, diffusive t1/ps, actual t1/ps, kappa_app/(W/(m K)),")
print("  ratio to bulk, first-order ratio, gamma*tau_max")
for length in lengths:
    q = 2 * pi / length
    r = full_ratio(q, path, c_weight)
    approx = first_order_ratio(q, path, k_weight, c_weight)
    t_diff = length**2 / (4 * pi**2 * alpha)
    gamma_tau = r / t_diff * path_max / speed
    assert gamma_tau < 1 and r < 1
    assert abs(approx / r - 1) < 0.02
    ratio[length] = r
    print(f"{length:.0f}, {t_diff:.2f}, {t_diff/r:.2f}, {kappa*r:.3f},"
          f" {r:.4f}, {approx:.4f}, {gamma_tau:.4f}")

# Boltzmann operator: direct diagonalization and a propagated step
z, w = np.polynomial.legendre.leggauss(14)
x = x_min + (1 - x_min) * (z + 1) / 2
cap = w * x**2
cap /= cap.sum()
tau_x = path_min / (speed * x**2)
print("Direct Boltzmann operator")
for length in (200.0, 800.0):
    q = 2 * pi / length
    matrix, share = boltzmann_matrix(q, tau_x, cap)
    eig = np.linalg.eigvals(matrix)
    slow = eig[np.argmax(eig.real)]
    direct = -slow.real / (q**2 * alpha)
    assert abs(slow.imag) < 1e-8
    assert abs(direct / ratio[length] - 1) < 1e-3
    print(f"L = {length:.0f} nm: eigenvalue ratio to bulk = {direct:.4f}")

length = 400.0
t1 = length**2 / (4 * pi**2 * alpha * ratio[length])
signal = np.zeros(4)
for n in (1, 3, 5):
    matrix, share = boltzmann_matrix(2 * pi * n / length, tau_x, cap)
    propagator = expm(matrix * t1)
    state = np.ones(len(share), dtype=complex)
    for k in range(4):
        signal[k] += 8 / (pi * n)**2 * np.sum(share * state).real
        state = propagator @ state
t_step = t1 / np.log(signal[2] / signal[3])
assert abs(t_step / t1 - 1) < 2e-3
print(f"L = 400 nm: late time of propagated step = {t_step:.2f} ps")

# Single mean free path: apparent conductivity rises slightly
y = 0.5
single_path = 1.0  # nm
q = y / single_path
single_tau = np.array([single_path / speed])
matrix, share = boltzmann_matrix(q, single_tau, np.ones(1))
eig = np.linalg.eigvals(matrix)
gray = -eig.real.max() / (q**2 * speed * single_path / 3)
assert abs(gray - 3 * (1 - y / np.tan(y)) / y**2) < 1e-8
assert abs(gray - (1 + y**2 / 15)) < 1e-3 and gray > 1
print(f"single path, q*Lambda = {y:.1f}: ratio to bulk = {gray:.5f}")

# Who carries heat and who stores it, for L = 200 nm
x_cut = np.sqrt(path_min * 2 * pi / 200.0)
k_share = (x_cut - x_min) / (1 - x_min)
c_share = (x_cut**3 - x_min**3) / (1 - x_min**3)
print(f"L = 200 nm: L/(2 pi) = {200/(2*pi):.2f} nm; longer paths hold")
print(f"  conductivity share {k_share:.4f}, capacity share {c_share:.4f}")

# Long cells: inverse-square law for a bounded spectrum
k_square = np.sum(k_weight * path**2)
c_square = np.sum(c_weight * path**2)
b = 0.6 * k_square - c_square + mean_path**2 / 3
q = 2 * pi / 20000.0
loss = 1 - full_ratio(q, path, c_weight)
assert abs(loss / (b * q**2) - 1) < 0.01
print("Long cells")
print(f"<Lambda^2>_kappa = {k_square:.1f} nm^2")
print(f"<Lambda^2>_C = {c_square:.1f} nm^2")
print(f"b = {b:.1f} nm^2")
print(f"length for 1 percent loss, L^-2 law = {2*pi*np.sqrt(b/0.01):.0f} nm")

# Power-law tails between the shortest and the longest path
print("Power-law tails: p, B_p, loss from full root over B_p (q path_min)^p")
for p, eps, f_min in ((0.5, 3e-4, 1e-3), (1.0, 1e-4, 1e-5)):
    tail_path, tail_k, tail_c = spectrum(p, f_min, 1.0)
    b_p = 3 * p / (3 + p) * pi / (2 * np.sin(pi * p / 2))
    tail_loss = 1 - (1 - f_min) * full_ratio(eps, tail_path, tail_c)
    quotient = tail_loss / (b_p * eps**p)
    assert abs(quotient - 1) < 0.005
    print(f"{p:.1f}, {b_p:.4f}, {quotient:.4f}")

# Extrapolations to infinite length
k200, k400 = kappa * ratio[200.0], kappa * ratio[400.0]
k1600, k3200 = kappa * ratio[1600.0], kappa * ratio[3200.0]
inverse_fit = 1 / (2 / k400 - 1 / k200)
root_fit = (np.sqrt(2) * k400 - k200) / (np.sqrt(2) - 1)
square_fit = (4 * k3200 - k1600) / 3
assert abs(square_fit / kappa - 1) < 2e-3
print("Extrapolated kappa in W/(m K)")
print(f"1/kappa linear in 1/L, 200 and 400 nm: {inverse_fit:.3f}")
print(f"kappa linear in L^-1/2, 200 and 400 nm: {root_fit:.3f}")
print(f"kappa linear in L^-2, 1600 and 3200 nm: {square_fit:.3f}")
print("verified")
```

Printed output:

```
Step profile, diffusive limit
weight of slowest harmonic = 0.8106
Delta T/Delta T0 at t = 0.05 t1: 0.8394
Delta T/Delta T0 at t = t1: 0.2982
1/e time over t1 = 0.7902
alpha misread from 1/e time, factor = 1.2655
Model crystal
speed = 5.0 nm/ps
heat capacity = 2.00e+06 J/(m^3 K)
shortest, longest path = 2.0, 200.0 nm
capacity-weighted mean path = 5.405 nm
bulk alpha = 9.009 nm^2/ps
bulk kappa = 18.018 W/(m K)
L/nm, diffusive t1/ps, actual t1/ps, kappa_app/(W/(m K)),
  ratio to bulk, first-order ratio, gamma*tau_max
200, 112.47, 128.57, 15.761, 0.8747, 0.8804, 0.3111
400, 449.87, 483.20, 16.775, 0.9310, 0.9328, 0.0828
800, 1799.46, 1855.96, 17.470, 0.9696, 0.9701, 0.0216
1600, 7197.86, 7273.14, 17.832, 0.9896, 0.9898, 0.0055
3200, 28791.43, 28875.38, 17.966, 0.9971, 0.9971, 0.0014
Direct Boltzmann operator
L = 200 nm: eigenvalue ratio to bulk = 0.8747
L = 800 nm: eigenvalue ratio to bulk = 0.9696
L = 400 nm: late time of propagated step = 483.20 ps
single path, q*Lambda = 0.5: ratio to bulk = 1.01707
L = 200 nm: L/(2 pi) = 31.83 nm; longer paths hold
  conductivity share 0.1674, capacity share 0.0148
Long cells
<Lambda^2>_kappa = 1480.0 nm^2
<Lambda^2>_C = 108.1 nm^2
b = 789.6 nm^2
length for 1 percent loss, L^-2 law = 1766 nm
Power-law tails: p, B_p, loss from full root over B_p (q path_min)^p
0.5, 0.9520, 0.9990
1.0, 1.1781, 0.9993
Extrapolated kappa in W/(m K)
1/kappa linear in 1/L, 200 and 400 nm: 17.928
kappa linear in L^-1/2, 200 and 400 nm: 19.222
kappa linear in L^-2, 1600 and 3200 nm: 18.010
verified
```
